# Thermal-Pulse Inversion of Trapped-Charge Profiles and Its Depth Resolution

## Choosing a depth grid and a smallest credible feature

Before a thermal-pulse record is inverted, one must decide how finely to divide the film and which features of the answer to believe. A uniform grid suggests that a gap of a few micrometres means the same at every depth. It does not. For charge readings equally spaced in the logarithm of time, with equal noise, the resolvable distance grows in proportion to depth as long as the back face has little influence on the response. A grid uniform in $\ln z$ matches this behaviour, and the regularization parameter sets the relative width of the smallest credible feature.

## From trapped charge to the measured signal

A film of thickness $L$ lies between short-circuited electrodes at $z=0$ and $z=L$. It carries an immobile charge density $\rho(z)$ and no permanent polarization. Its lateral dimensions are clamped, and $z$ labels planes of the unheated material. Let $Q$ be the charge per area on the front electrode, and

$$q(z)=\int_0^z\rho(z')\,dz'.$$

By Gauss's law the displacement at plane $z$ is $Q+q(z)$. With a temperature rise $\Delta T$, the permittivity is $\varepsilon(1+\alpha_\varepsilon\Delta T)$ and an element $dz$ has thickness $(1+\alpha_z\Delta T)dz$. The coefficient $\alpha_\varepsilon$ includes the effect of the thermal strain on the permittivity. Zero voltage requires

$$\int_0^L (Q+q)\frac{1+\alpha_z\Delta T}{1+\alpha_\varepsilon\Delta T}\,dz=0. \tag{1}$$

In the cold film $Q=Q_0$, $Q_0+q=\varepsilon E$ and $\int E\,dz=0$. Write $Q=Q_0+\delta Q$ and $\alpha=\alpha_\varepsilon-\alpha_z$. To first order the fraction in (1) is $1-\alpha\Delta T$, so

$$L\,\delta Q-\alpha\int_0^L\varepsilon E\,\Delta T\,dz-\alpha\,\delta Q\int_0^L\Delta T\,dz=0.$$

The last term is of second order, because $\delta Q$ is itself proportional to $\Delta T$. Dropping it gives

$$\delta Q(t)=\frac{\alpha}{L}\int_0^L\varepsilon E(z)\,\Delta T(z,t)\,dz. \tag{2}$$

A light pulse deposits heat $F$ per area at $z=0$. The film has uniform heat capacity per volume $c$ and diffusivity $D$. The pulse is taken as instantaneous, the electrodes as thermally thin and both faces as insulated. Insulated faces select cosine modes, each decaying at the rate $D(n\pi/L)^2$. Projecting the initial heat $(F/c)\,\delta(z)$, all of it inside the film, gives amplitude $F/(cL)$ for $n=0$ and $2F/(cL)$ for $n\ge1$:

$$\Delta T=\frac{F}{cL}\,\Theta,\qquad \Theta=1+2\sum_{n\ge1}\cos\frac{n\pi z}{L}\,e^{-n^2t/\tau},\qquad \tau=\frac{L^2}{\pi^2D}.$$

Since $\int E\,dz=0$, $\Theta$ may be replaced by $\Theta-1$ in (2): uniform heating gives no signal. Define

$$G(z,t)=\frac1L\int_0^z(\Theta-1)\,dz'=\frac2\pi\sum_{n\ge1}\frac{\sin(n\pi z/L)}{n}\,e^{-n^2t/\tau}. \tag{3}$$

This is the fraction of the heat between the front face and $z$, minus the fraction $z/L$ found there after equilibration. It vanishes at both faces. With $\Theta-1=L\,\partial G/\partial z$ and $\varepsilon\,dE/dz=\rho$, integration by parts gives

$$\delta Q=\frac{\alpha F}{cL}\int_0^L\varepsilon E\,\frac{\partial G}{\partial z}\,dz=-B\int_0^L\rho\,G\,dz,\qquad B=\frac{\alpha F}{cL}. \tag{4}$$

The inversion therefore uses $y(t)=-\delta Q/B=\int\rho\,G\,dz$.

Two limits show what the record contains. Just after the pulse $G\to1-z/L$ for $z>0$, so $y\to\int\rho(1-z/L)\,dz$. This gives one depth-weighted total charge, which cannot determine a profile. At late times the $n=1$ term dominates:

$$y\simeq\frac2\pi e^{-t/\tau}\int_0^L\rho\sin\frac{\pi z}{L}\,dz.$$

Again one number survives. The profile must be obtained from the transition between these limits, where the term of order $n$ fades as $e^{-n^2t/\tau}$.

## Why diffusion removes relative detail

Before appreciable heat reaches the back face, the temperature is that of a half-space, proportional to $e^{-z^2/4Dt}$. The heat fraction between $0$ and $z$ is then an error function, and

$$G\simeq\operatorname{erf}\frac{z}{\sqrt{4Dt}}-\frac zL. \tag{5}$$

Depth and time enter the first term through their ratio $z/\sqrt{4Dt}$. This suggests the variables

$$v=\ln z,\qquad s=\tfrac12\ln(4Dt),\qquad f(v)=z\rho(z),$$

with lengths measured in one fixed unit inside the logarithms. Since $\rho\,dz=f\,dv$,

$$y(s)=\int f(v)\operatorname{erf}(e^{v-s})\,dv-\frac1L\int z\rho\,dz.$$

The last term is independent of time and disappears on differentiation:

$$\frac{dy}{ds}=-\int f(v)\,\kappa(v-s)\,dv,\qquad \kappa(u)=\frac{2}{\sqrt\pi}\,e^u e^{-e^{2u}}.$$

This is a convolution, so each Fourier component of $f$ is multiplied by a factor. Its modulus follows from the substitutions $x=e^u$ and then $p=x^2$:

$$\int_{-\infty}^{\infty}\kappa(u)e^{i\omega u}du=\frac2{\sqrt\pi}\int_0^\infty x^{i\omega}e^{-x^2}dx
=\frac1{\sqrt\pi}\int_0^\infty p^{(i\omega-1)/2}e^{-p}dp=\frac{\Gamma(\frac12+\frac{i\omega}{2})}{\sqrt\pi}.$$

The reflection formula gives $|\Gamma(\frac12+\frac{i\omega}{2})|^2=\pi/\cosh(\pi\omega/2)$. Differentiation with respect to $s$ contributes a factor of modulus $|\omega|$, which must be divided out to return from $dy/ds$ to $y$. For $\omega>0$,

$$M(\omega)=\frac{1}{\omega\sqrt{\cosh(\pi\omega/2)}}\simeq\frac{\sqrt2}{\omega}e^{-\pi\omega/4}\quad(\omega\gg1). \tag{6}$$

Here $\omega$ counts radians per unit of $\ln z$. Diffusion suppresses fine relative detail exponentially. A fixed physical spacing $\Delta z$ corresponds to a logarithmic spacing of about $\Delta z/z$, so at greater depth it requires larger $\omega$ and is suppressed more strongly.

## Regularized inversion

Let $y_i$ be $N$ readings equally spaced in $s$, with spacing $h$ and independent noise of standard deviation $\sigma$. The estimate minimizes

$$\sum_{i=1}^N\left[y_i-\int G(e^v,t_i)f(v)\,dv\right]^2+\beta^2\int f^2\,dv. \tag{7}$$

On a grid $v_j$ with spacing $h_v$, set $g_j=\sqrt{h_v}\,f_j$ and $A_{ij}=\sqrt{h_v}\,G(z_j,t_i)$. The objective becomes $|y-Ag|^2+\beta^2|g|^2$. Setting its gradient to zero gives $(A^TA+\beta^2)g=A^Ty$. With the singular value decomposition $A=\sum_k\mu_k\,u_kv_k^T$,

$$g=\sum_k\frac{\mu_k}{\mu_k^2+\beta^2}\,(u_k^Ty)\,v_k. \tag{8}$$

The algorithm is as follows.

1. Divide the measured charge by $-B$ to obtain $y_i$.
2. Build $A$ from the finite-film series (3) and decompose it.
3. Find $\beta$ from the residual condition below.
4. Evaluate (8), then $f_j=g_j/\sqrt{h_v}$ and $\rho_j=f_j/z_j$.
5. Compute the resolution matrix and report its widths and peak positions with the profile.

For step 3, the fit leaves a fraction $\beta^2/(\mu_k^2+\beta^2)$ of the data component along $u_k$, and all of any component outside the span of the $u_k$. The squared residual therefore does not decrease as $\beta$ increases. For Gaussian noise, the sum of $N$ squared errors has mean $N\sigma^2$ and standard deviation $\sigma^2\sqrt{2N}$. Choosing

$$|y-Ag|^2=N\sigma^2\left(1+2\sqrt{2/N}\right) \tag{9}$$

places the residual two standard deviations above that mean. This leans towards smoothing and makes it unlikely that an unusually large noise sample prevents a solution.

For step 5, insert noise-free data $y=Ag_{\rm true}$ into (8):

$$g=R\,g_{\rm true},\qquad R=\sum_k\frac{\mu_k^2}{\mu_k^2+\beta^2}\,v_kv_k^T.$$

Column $j$ of $R$ is the image of a thin charge sheet at $z_j$, expressed in $f=z\rho$. The widths quoted below refer to $f$. Division by $z$ to obtain $\rho$ moves the peak to a somewhat smaller depth and slightly narrows it, by the same relative amounts wherever the response in $\ln z$ is independent of depth.

## Width of the point response

For dense readings the sum in (7) is $h^{-1}\int ds$. Multiplying (7) by $h$ shows that the continuous problem has penalty weight $\lambda^2=\beta^2h$. Where the convolution form holds, each Fourier component is fitted separately, and its recovered fraction is

$$\frac{M^2}{M^2+\lambda^2}=\frac1{1+\lambda^2\omega^2\cosh(\pi\omega/2)}.$$

A sheet at $v_0$ is therefore imaged as $r(v-v_0)$, with

$$r(u)=\frac1\pi\int_0^\infty\frac{\cos(\omega u)\,d\omega}{1+\lambda^2\omega^2\cosh(\pi\omega/2)}. \tag{10}$$

No depth appears in $r$. If $w$ is its full width at half maximum, the half-height points lie at $z_0e^{\pm w/2}$, and

$$\Delta z=2z_0\sinh(w/2). \tag{11}$$

This is the loss of resolution with depth. It holds in the convolution regime, with the constant offset in $y$ neglected and the time window covering the relevant transition.

The filter falls to one half at $\lambda\omega_c\sqrt{\cosh(\pi\omega_c/2)}=1$. For $\omega_c\gg1$, (6) turns this into

$$\frac{\pi\omega_c}{4}+\ln\omega_c\simeq\ln\frac{\sqrt2}{\lambda}. \tag{12}$$

If the filter is idealized as a sharp cutoff, $r\propto\sin(\omega_cu)/u$, which reaches half its maximum at $\omega_cu\simeq1.90$. Thus $w\approx3.8/\omega_c$. Reducing $\lambda$ narrows the response only roughly logarithmically. For a fixed statistical prior in which $f$ is white with power $P$, weighting data and prior by their inverse variances gives $\beta^2=\sigma^2/P$, so $\lambda\propto\sigma$. The same slow law then applies to noise reduction. Condition (9) instead chooses $\beta$ from the record, so $\beta$ need not be proportional to $\sigma$ there.

The penalty influences the result but does not create the depth dependence. Suppose $\int f^2dv$ is replaced by $\int\rho^2dz=\int f^2z^{-1}dv$, with equal strength at depth $z_r$. The local parameter becomes $\lambda\sqrt{z_r/z}$. Deeper charge is smoothed less, but this enters $w$ only through the logarithm in (12), whereas (11) retains its factor $z_0$. Readings equally spaced in $t$ have a similar effect: $ds=dt/(2t)$ makes $h$ fall as $1/t$, so the local $\lambda$ falls as $1/\sqrt t$. Both arguments assume that the local parameter varies slowly over one response width. For readings equally spaced in $t$ this holds only roughly, since $\lambda\propto1/z$ then changes by about a factor of two across one width; the argument gives the trend, and the width itself must come from the resolution matrix.

## A limit that does not depend on regularization

Suppose one asks a narrower question: is a known charge $q_s$ at known mean depth $z$ one sheet, or two equal half-sheets a distance $d$ apart? For $d\ll z$, a Taylor expansion gives the difference in the data,

$$\Delta y\simeq\frac{q_sd^2}{8}\frac{\partial^2G}{\partial z^2}.$$

The linear term of (5) drops out. With $x=z/\sqrt{4Dt}$,

$$\frac{\partial^2G}{\partial z^2}=-\frac{4x}{\sqrt\pi\,(4Dt)}e^{-x^2}=-\frac{4x^3}{\sqrt\pi\,z^2}e^{-x^2}.$$

At fixed $z$, $|ds|=dx/x$. Replacing the sum over readings by an integral,

$$\sum_i(\Delta y_i)^2\simeq\frac{q_s^2d^4}{64h}\,\frac{16}{\pi z^4}\int_0^\infty x^5e^{-2x^2}dx=\frac{q_s^2d^4}{32\pi h z^4},$$

because the integral equals $1/8$. Requiring a difference of $k$ noise standard deviations, $\sum(\Delta y_i)^2=k^2\sigma^2$, yields

$$\frac dz=(32\pi h)^{1/4}\sqrt{\frac{k\sigma}{q_s}}. \tag{13}$$

The detectable separation is again proportional to depth. It improves as $\sqrt\sigma$, faster than the blind inversion, because the answer is restricted to two candidate shapes. If the total charge and midpoint must also be fitted, the detectable separation is larger. The square-root law in the noise remains while $d\ll z$, but the added factor depends on the time window and on $z/L$: in the film of the worked example it is about 1.3 at 2 $\mu$m and 1.9 at 25 $\mu$m. Proportionality to depth is then only approximate.

## Worked example: the same gap at two depths

The model film has $L=50\ \mu$m, $D=10^{-7}\ \mathrm{m^2/s}$ and $\tau=2.53$ ms. Four Gaussian layers, each with charge $2\times10^{-4}\ \mathrm{C/m^2}$ and standard deviation $0.4\ \mu$m, lie at 2, 8, 20 and 26 $\mu$m. The two pairs have the same 6 $\mu$m gap. There are 300 readings between $10^{-7}$ and $10^{-2}$ s. SI units suit this macroscopic film.

The early limit provides a check on the signal size:

$$|\delta Q|\simeq(2.00\times10^{-6})(2\times10^{-4})(0.96+0.84+0.60+0.48)=1.15\times10^{-9}\ \mathrm{C/m^2}.$$

The noise is 0.1% of this, a demanding level understood as the result of averaging many pulses. The synthetic data follow the linear model. A test against the full condition (1) finds a difference of $6.0\times10^{-4}$ of the largest signal at the first reading. The next term in the expansion explains it: the relative correction is $\alpha_\varepsilon\Delta T$, whose heat-weighted mean is $\alpha_\varepsilon\Delta T(0)/\sqrt2=(3\times10^{-4})(2.82)/\sqrt2=6.0\times10^{-4}$. This is below the noise of one reading, but it is systematic. It falls as $t^{-1/2}$, so the root of its summed squares over the record is about $0.60\sigma/\sqrt{2h}\simeq3\sigma$, which is detectable in principle. Being concentrated at the earliest times, it alters mainly the profile shallower than 1 $\mu$m and hardly affects the four layers.

Condition (9) gives $\beta=0.0307$, hence $\lambda=0.0307\sqrt{0.01925}=0.00426$ and $\omega_c=5.28$. The sharp-cutoff estimate is $w\approx3.8/5.28=0.72$; the full integral (10) gives 0.694. Equation (11) then predicts $\Delta z=0.708\,z_0$. These values belong to one noise sample, and its $\beta$ is unusually large. Over repeated samples (9) gives a median $\beta$ of 0.022, with about two thirds of the values between 0.018 and 0.026 and about 1% near 0.006 or below. The logarithmic width at 8 $\mu$m is 0.63 at $\beta=0.018$, 0.67 at 0.026 and 0.53 at 0.006.

The finite-film resolution matrix gives widths of 1.42, 2.84, 5.70 and 11.5 $\mu$m at depths of 2, 4, 8 and 16 $\mu$m. The first three were tested against the prediction. At 32 $\mu$m the width is 20.1 $\mu$m, and its logarithmic value has fallen to 0.600. Prediction (11) is no longer accurate there, and the width should be taken from the finite-film resolution matrix. Closer to the back face the image is also displaced: sheets at 40 and 45 $\mu$m both appear with their peak between 36 and 37 $\mu$m, so the peak position must be checked as well as the width.

The layers at 2 and 8 $\mu$m are separated by $\ln4=1.39$, twice the response width. Those at 20 and 26 $\mu$m are separated by $\ln1.3=0.26$, well below it. The reconstruction behaves accordingly:

- At 2 and 8 $\mu$m the recovered densities are 149 and 36 $\mathrm{C/m^3}$, with $-7$ at 4 $\mu$m. The pair is separated. The true peaks are both 199 $\mathrm{C/m^3}$, so peak height is not a measure of layer charge.
- At 20, 23 and 26 $\mu$m the recovered densities are 26, 25 and 21 $\mathrm{C/m^3}$. The true density at 23 $\mu$m is zero, but the reconstruction shows one broad feature.

The negative value is not evidence of negative charge. A low-pass response such as $\sin(\omega_cu)/u$ has negative lobes, and (7) does not impose a sign. Integrated charge is more reliable here: divided at 13 $\mu$m, the shallow and deep pairs contain $3.95\times10^{-4}$ and $4.27\times10^{-4}\ \mathrm{C/m^2}$. Relative to the true $4.00\times10^{-4}$, the errors are $-1\%$ and $+7\%$. At this $\beta$ the deep error is almost entirely a bias of the regularized inversion: noise-free data also give $+7\%$, while the noise contributes a standard deviation of only about $0.5\%$ if $\beta$ is held fixed. When $\beta$ is chosen anew by (9) for each record the scatter is larger: over repeated noise samples, including those that lead to a very small $\beta$, the deep error averages about $+4.5\%$ with a standard deviation of about $6\%$. The dividing depth matters too: for noise-free data, moving it from 10 to 16 $\mu$m changes the deep error from $+16\%$ to $-3\%$.

Reducing $\lambda$ tenfold narrows the predicted logarithmic width from 0.694 to 0.482, a gain of 31%. With the penalty uniform in $z$, matched at 8 $\mu$m, the widths at 4 and 16 $\mu$m are 3.1 and 10.8 $\mu$m, still a factor of 3.5 for a fourfold depth.

For the two-sheet question, the noise in $y$ is $1.152\times10^{-12}/(2.00\times10^{-6})=5.76\times10^{-7}\ \mathrm{C/m^2}$. With $k=3$, (13) gives

$$\frac dz=(32\pi\times0.01925)^{1/4}\sqrt{\frac{3(5.76\times10^{-7})}{2\times10^{-4}}}=0.110.$$

At 8 $\mu$m this is 0.88 $\mu$m, against a blind response width of 5.7 $\mu$m. The smaller figure may be quoted only when the assumed two-sheet model is justified independently. The remaining comparisons are in the numerical output.

## Conditions on using the widths

The first reading corresponds to $\sqrt{4Dt}=0.2\ \mu$m, so structure much shallower than this has already been passed by the heat. A finite pulse, optical absorption depth or electrode heat capacity changes the kernel and must be included if its effect exceeds the noise. At the noise level of the example, ordinary metal electrodes are not thermally thin. With 50 nm of aluminium in perfect thermal contact, about 30% of the heat is still in the metal at $10^{-7}$ s and about 1% at $10^{-4}$ s. The signal at the later time is still changed by about 0.7% of its maximum, well above the 0.1% noise. The example therefore illustrates the ideal kernel; a measured record of this quality needs a kernel that includes the electrode. Equation (1) also assumes that the film is in mechanical equilibrium at each reading. At a sound speed near 2 km/s, a wave crosses this film in about 25 ns, so acoustic ringing may still be present at $10^{-7}$ s. Readings in which it exceeds the noise must be omitted or modelled. Permanent polarization adds a pyroelectric source to (2), and charge that moves during the record invalidates the fixed $q(z)$ in (1). In these cases the forward model must be corrected before $\beta$ is chosen, since (9) treats the misfit as random noise.

## Table of computed values

```
film thickness 50 um, diffusivity 1.0e-07 m^2/s
heat capacity 2.0e+06 J/(m^3 K), absorbed heat 1.0 J/m^2
permittivity coefficient 3.0e-04 1/K
expansion coefficient 1.0e-04 1/K
signal factor B 2.00e-06, slowest decay time 2.533 ms
300 times from 1.0e-07 to 1.0e-02 s
sample spacing in s = ln(4Dt)/2: 0.01925
front-face temperature rise at first time 2.82 K
mean temperature rise 0.0100 K
charge per layer 2.0e-04 C/m^2, Gaussian sigma 0.4 um
largest signal magnitude 1.152e-09 C/m^2
noise standard deviation 1.152e-12 C/m^2
t 1e-07 s: nonlinear minus linear / max signal 6.0e-04
t 1e-05 s: nonlinear minus linear / max signal 5.7e-05
t 1e-04 s: nonlinear minus linear / max signal 1.4e-05
t 1e-03 s: nonlinear minus linear / max signal 2.4e-06
early kernel error 0.0e+00
omega 1: M quadrature 0.631298, formula 0.631298
omega 3: M quadrature 0.044678, formula 0.044678
omega 6: M quadrature 0.002117, formula 0.002117
beta 3.0666e-02, lambda 4.2551e-03, cutoff 5.275
rms residual / noise 1.079
z 2 um: true rho 199.47, recovered 148.59 C/m^3
z 4 um: true rho 0.00, recovered -6.69 C/m^3
z 8 um: true rho 199.47, recovered 35.53 C/m^3
z 20 um: true rho 199.47, recovered 25.56 C/m^3
z 23 um: true rho 0.00, recovered 25.18 C/m^3
z 26 um: true rho 199.47, recovered 21.20 C/m^3
dip ratio of z*rho: shallow -0.100, deep 1.014
true charge of each pair 4.000e-04 C/m^2
recovered charge above 13 um depth (shallow side) 3.951e-04 C/m^2
recovered charge on deep side 4.271e-04 C/m^2
predicted width in ln z 0.694, width/depth 0.708
response at 2 um: ln width 0.695, width 1.42 um
response at 4 um: ln width 0.694, width 2.84 um
response at 8 um: ln width 0.694, width 5.70 um
response at 16 um: ln width 0.696, width 11.52 um
response at 32 um: ln width 0.600, width 20.08 um
lambda/10: predicted ln width 0.482, film at 8 um 0.481
uniform penalty: width at 4 um 3.11 um, at 16 um 10.83 um
two-sheet limit d/z at 3 sigma: 0.1096
sheets at 2 um: d 0.219 um, computed contrast 3.002 sigma
sheets at 8 um: d 0.877 um, computed contrast 3.002 sigma
```
